**Dipole strengths of a Dirac electron summed over positive-energy states**

The program tests the leading-order result $S_+=1-\frac53\langle T\rangle/c^2$, where $S_+$ is the length-form dipole oscillator strength summed over positive-energy states, $T=p^2/2$, and Hartree atomic units are used. For the 1S state of a point nucleus of charge $Z$ this becomes $1-\frac56(Z\alpha)^2$, with $\alpha$ the fine-structure constant. Random Hermitian matrices are used to assert that the errors of the reduced Hamiltonian and position operator fall by a factor near 16 when $c$ is doubled. Symbolic operators acting on arbitrary spinors are used to assert the commutator identities. The radial Dirac-Coulomb equation is then diagonalized, and the extrapolated coefficients for $1s$, $2s_{1/2}$ and $2p_{1/2}$ are asserted to agree with $\frac53\langle T\rangle/Z^2$ within 0.002. The output gives 0.83308, 0.20830 and 0.20833, against 0.83333 for $1s$ and 0.20833 for the other two. For hydrogen-like germanium it gives $S_+=0.95857$, compared with 0.95456 from the leading formula. The program also asserts that the positive- and negative-energy sums for this ion cancel within 0.005; the printed residue is $4.2\times10^{-5}$ in the larger basis.

## Verification by program

```python
# RESULT UNDER TEST: for a bound Dirac electron the dipole oscillator strengths
#   f_n = (2/3) (E_n - E_0) sum_i |<n|x_i|0>|^2
# summed over positive-energy states n give 1 - (5/3) <T>/c^2 to leading order,
# hence 1 - (5/6) (Z alpha)^2 for the 1S state of a point-nucleus ion.
# Hartree atomic units: hbar = m = e = 1, c = 1/alpha; T = p^2/2; Z = nuclear
# charge; kappa = Dirac angular quantum number; energies exclude c^2.
# P and Q are the large and small radial functions.
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_genlaguerre
from sympy.physics.hydrogen import R_nl
from sympy.physics.wigner import wigner_3j

alpha = fine_structure
c = 1.0 / alpha

# ---------- A. Reduction to the positive-energy subspace, matrix model ----------
# W stands for sigma.p, V for the potential, D for a coordinate.
rng = np.random.default_rng(7)


def random_hermitian(size):
    a = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return (a + a.conj().T) / 6.0


def mcomm(a, b):
    return a @ b - b @ a


W, V, D = (random_hermitian(4) for _ in range(3))


def reduction_errors(speed):
    one = np.eye(4)
    full = np.block([[V, speed * W], [speed * W, V - 2 * speed**2 * one]])
    vectors = np.linalg.eigh(full)[1][:, 4:]
    R = vectors[4:] @ np.linalg.inv(vectors[:4])
    val, vec = np.linalg.eigh(one + R.conj().T @ R)
    N = (vec / np.sqrt(val)) @ vec.conj().T
    frame = np.vstack([one, R]) @ N
    h_exact = frame.conj().T @ full @ frame
    D_exact = frame.conj().T @ np.kron(np.eye(2), D) @ frame
    W2 = W @ W
    h_series = V + W2 / 2 + (-W2 @ W2 + mcomm(W, mcomm(V, W))) / (8 * speed**2)
    D_series = D + (W @ D @ W - (W2 @ D + D @ W2) / 2) / (4 * speed**2)
    return np.array([np.linalg.norm(h_exact - h_series),
                     np.linalg.norm(D_exact - D_series)])


error_ratio = reduction_errors(20.0) / reduction_errors(40.0)
assert np.all((error_ratio > 14) & (error_ratio < 18)), error_ratio

# ---------- B. Operator identities on arbitrary two-component functions ----------
xyz = sp.symbols("x y z", real=True)
pot = sp.Function("V")(*xyz)
spinor = sp.Matrix([sp.Function("g1")(*xyz), sp.Function("g2")(*xyz)])
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]


def mom(i):
    return lambda g: (-sp.I * g.diff(xyz[i])).expand()


def pos(i):
    return lambda g: (xyz[i] * g).expand()


def potential(g):
    return (pot * g).expand()


def p2(g):
    return sum((-g.diff(q, 2) for q in xyz), sp.zeros(2, 1)).expand()


def p4(g):
    return p2(p2(g))


def sigma_p(g):
    return sum((pauli[i] * mom(i)(g) for i in range(3)), sp.zeros(2, 1)).expand()


def p_cross_sigma(i):
    j, k = (i + 1) % 3, (i + 2) % 3
    return lambda g: (pauli[k] * mom(j)(g) - pauli[j] * mom(k)(g)).expand()


def comm(a, b):
    return lambda g: (a(b(g)) - b(a(g))).expand()


def h0(g):
    return (p2(g) / 2 + potential(g)).expand()


def is_zero(column):
    return column.expand() == sp.zeros(2, 1)


for i in range(3):
    left = sigma_p(pos(i)(sigma_p(spinor))) \
        - (p2(pos(i)(spinor)) + pos(i)(p2(spinor))) / 2
    assert is_zero(left - p_cross_sigma(i)(spinor))
double_p4 = sum((comm(pos(i), comm(p4, pos(i)))(spinor) for i in range(3)),
                sp.zeros(2, 1))
assert is_zero(double_p4 - 20 * p2(spinor))
spin_darwin = comm(sigma_p, comm(potential, sigma_p))
for i in range(3):
    assert is_zero(comm(pos(i), comm(spin_darwin, pos(i)))(spinor))
    assert is_zero(comm(p_cross_sigma(i), comm(h0, pos(i)))(spinor))
    assert is_zero(comm(pos(i), comm(h0, p_cross_sigma(i)))(spinor))

# ---------- C. Nonrelativistic mean kinetic energies for Z = 1 ----------
r = sp.symbols("r", positive=True)


def kinetic(n, l):
    u = r * R_nl(n, l, r, 1)
    density = sp.expand(sp.diff(u, r)**2 + l * (l + 1) * u**2 / r**2) / 2
    return float(sp.integrate(sp.expand(density), (r, 0, sp.oo)))


# label: (kappa, position among positive-energy levels, n, l)
states = {"1s1/2": (-1, 0, 1, 0), "2s1/2": (-1, 1, 2, 0), "2p1/2": (1, 0, 2, 1)}
T_unit = {name: kinetic(s[2], s[3]) for name, s in states.items()}
for name, s in states.items():
    assert abs(T_unit[name] - 0.5 / s[2]**2) < 1e-12

# ---------- D. Radial Dirac-Coulomb spectrum and dipole sums ----------
half = sp.Rational(1, 2)
weight_half = float(2 * wigner_3j(half, 1, half, half, 0, -half)**2)
weight_three_half = float(4 * wigner_3j(3 * half, 1, half, half, 0, -half)**2)


def gamma_of(kappa, Z):
    return np.sqrt(kappa**2 - (Z * alpha)**2)


def polynomials(kappa, gamma, size, x):
    """Polynomial factors of P and Q, and x times their derivatives.
    Radial functions are x^gamma exp(-x/2) times these, with x = 2 Z r."""
    n = np.arange(size + 1)[:, None]
    L = eval_genlaguerre(n, 2 * gamma, x[None, :])
    dL = n * L
    dL[1:] -= (n[1:] + 2 * gamma) * L[:-1]
    if kappa < 0:
        return L[:-1], L[:-1], dL[:-1], dL[:-1]
    # For kappa > 0 these pairs keep the small component kinetically balanced.
    m = n[1:]
    a = (np.sqrt(m**2 + 2 * m * gamma + kappa**2) - kappa) / (m + 2 * gamma)
    return (-L[:-1] + a * L[1:], -L[:-1] - a * L[1:],
            -dL[:-1] + a * dL[1:], -dL[:-1] - a * dL[1:])


def spectrum(kappa, Z, size):
    g = gamma_of(kappa, Z)
    x, w = roots_genlaguerre(size + 4, 2 * g - 1)
    up, uq, dup, _ = polynomials(kappa, g, size, x)
    SP, SQ = (up * w * x) @ up.T, (uq * w * x) @ uq.T
    VP, VQ = -2 * Z**2 * (up * w) @ up.T, -2 * Z**2 * (uq * w) @ uq.T
    slope = (g - x / 2 + kappa) * up + dup
    K = 2 * Z * c * (uq * w) @ slope.T
    zero = np.zeros_like(SP)
    H = np.block([[VP, K.T], [K, VQ - 2 * c**2 * SQ]])
    S = np.block([[SP, zero], [zero, SQ]])
    return eigh((H + H.T) / 2, (S + S.T) / 2)


def dipole_sums(name, Z, size):
    """Initial energy, positive-energy sum, negative-energy sum."""
    kappa0, level, _, _ = states[name]
    E, C = spectrum(kappa0, Z, size)
    index = np.flatnonzero(E > -c**2)[level]
    E0, C0 = E[index], C[:, index]
    g0 = gamma_of(kappa0, Z)
    finals = ((-kappa0, weight_half), (2 * kappa0, weight_three_half))
    plus = minus = 0.0
    for kappa, weight in finals:
        En, Cn = spectrum(kappa, Z, size)
        g = gamma_of(kappa, Z)
        x, w = roots_genlaguerre(size + 4, g0 + g)
        p0, q0, _, _ = polynomials(kappa0, g0, size, x)
        pn, qn, _, _ = polynomials(kappa, g, size, x)
        measure = w * x / (2 * Z)
        source = np.concatenate([pn @ (measure * (C0[:size] @ p0)),
                                 qn @ (measure * (C0[size:] @ q0))])
        f = 2 / 3 * weight * (En - E0) * (Cn.T @ source)**2
        plus += f[En > -c**2].sum()
        minus += f[En < -c**2].sum()
    return E0, plus, minus


def sommerfeld(n, kappa, Z):
    nr = n - abs(kappa)
    g = gamma_of(kappa, Z)
    return c**2 * (1 / np.sqrt(1 + (Z * alpha / (nr + g))**2) - 1)


big, small = 50, 36
print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"c^2 = {c**2:.3f} hartree")
print(f"angular weights, final j=1/2 and 3/2: {weight_half:.6f}, "
      f"{weight_three_half:.6f}")
print(f"matrix model, error ratio on doubling c: h {error_ratio[0]:.2f}, "
      f"position {error_ratio[1]:.2f}")
print(f"radial basis sizes per component: {small} and {big}")

Z1, Z2 = 4, 8
for name, (kappa, _, n, _) in states.items():
    k = []
    for Z in (Z1, Z2):
        E0, plus, _ = dipole_sums(name, Z, big)
        assert abs(E0 / sommerfeld(n, kappa, Z) - 1) < 1e-5
        k.append((1 - plus) / (Z * alpha)**2)
    limit = (Z2**2 * k[0] - Z1**2 * k[1]) / (Z2**2 - Z1**2)
    expected = 5 / 3 * T_unit[name]
    print(f"{name}: <T>/Z^2 = {T_unit[name]:.6f} hartree; "
          f"(1-S+)/(Z alpha)^2 at Z={Z1}: {k[0]:.5f}, Z={Z2}: {k[1]:.5f}")
    print(f"{name}: extrapolated to Z alpha=0: {limit:.5f}; "
          f"(5/3)<T>/Z^2: {expected:.5f}")
    # Remaining error: higher powers of Z alpha and the finite basis.
    assert abs(limit - expected) < 2e-3, (name, limit, expected)

# ---------- E. Hydrogen-like germanium and the trend with charge ----------
Z = 32
E0, plus, minus = dipole_sums("1s1/2", Z, big)
_, plus_small, minus_small = dipole_sums("1s1/2", Z, small)
T = Z**2 * T_unit["1s1/2"]
prediction = 1 - 5 / 3 * T / c**2
assert abs(plus - plus_small) < 1e-4
# The negative-energy part converges only as a power of the basis size.
assert abs(plus + minus) < 5e-3
assert abs(plus + minus) < abs(plus_small + minus_small) + 1e-8
print(f"Ge(31+) 1s: Z = {Z}, Z alpha = {Z * alpha:.6f}")
print(f"Ge(31+) 1s: Dirac energy without rest energy = {E0:.4f} hartree")
print(f"Ge(31+) 1s: nonrelativistic <T> = {T:.3f} hartree")
print(f"Ge(31+) 1s: <T>/c^2 = {T / c**2:.6f}")
print(f"Ge(31+) 1s: positive-energy sum S+ = {plus:.6f}")
print(f"Ge(31+) 1s: leading-order prediction = {prediction:.6f}")
print(f"Ge(31+) 1s: S+ minus prediction = {plus - prediction:.6f}")
print(f"Ge(31+) 1s: negative-energy sum S- = {minus:.6f}")
print(f"Ge(31+) 1s: S+ + S-, basis {small}: {plus_small + minus_small:.2e}, "
      f"basis {big}: {plus + minus:.2e}")
print(f"Ge(31+) 1s: change of S+ between bases = {plus - plus_small:.2e}")
for charge in (8, 16, 32, 62):
    _, total, _ = dipole_sums("1s1/2", charge, big)
    leading = 1 - 5 / 6 * (charge * alpha)**2
    print(f"1s, Z={charge}: S+ = {total:.6f}, leading order = {leading:.6f}, "
          f"remainder/(Z alpha)^4 = {(total - leading) / (charge * alpha)**4:.3f}")

print("finished without a failed check")
```

Running it gives:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
c^2 = 18778.865 hartree
angular weights, final j=1/2 and 3/2: 0.333333, 0.666667
matrix model, error ratio on doubling c: h 15.98, position 15.98
radial basis sizes per component: 36 and 50
1s1/2: <T>/Z^2 = 0.500000 hartree; (1-S+)/(Z alpha)^2 at Z=4: 0.83125, Z=8: 0.82577
1s1/2: extrapolated to Z alpha=0: 0.83308; (5/3)<T>/Z^2: 0.83333
2s1/2: <T>/Z^2 = 0.125000 hartree; (1-S+)/(Z alpha)^2 at Z=4: 0.20807, Z=8: 0.20736
2s1/2: extrapolated to Z alpha=0: 0.20830; (5/3)<T>/Z^2: 0.20833
2p1/2: <T>/Z^2 = 0.125000 hartree; (1-S+)/(Z alpha)^2 at Z=4: 0.20838, Z=8: 0.20852
2p1/2: extrapolated to Z alpha=0: 0.20833; (5/3)<T>/Z^2: 0.20833
Ge(31+) 1s: Z = 32, Z alpha = 0.233515
Ge(31+) 1s: Dirac energy without rest energy = -519.1768 hartree
Ge(31+) 1s: nonrelativistic <T> = 512.000 hartree
Ge(31+) 1s: <T>/c^2 = 0.027265
Ge(31+) 1s: positive-energy sum S+ = 0.958570
Ge(31+) 1s: leading-order prediction = 0.954559
Ge(31+) 1s: S+ minus prediction = 0.004011
Ge(31+) 1s: negative-energy sum S- = -0.958528
Ge(31+) 1s: S+ + S-, basis 36: 1.07e-04, basis 50: 4.18e-05
Ge(31+) 1s: change of S+ between bases = 2.87e-07
1s, Z=8: S+ = 0.997186, leading order = 0.997160, remainder/(Z alpha)^4 = 2.219
1s, Z=16: S+ = 0.988985, leading order = 0.988640, remainder/(Z alpha)^4 = 1.856
1s, Z=32: S+ = 0.958570, leading order = 0.954559, remainder/(Z alpha)^4 = 1.349
1s, Z=62: S+ = 0.863420, leading order = 0.829418, remainder/(Z alpha)^4 = 0.811
finished without a failed check
```
